# Why clamped acceptance probabilities bias Pauli blocking in Monte Carlo transport

**Question.** In an ensemble Monte Carlo simulation of a degenerate semiconductor, the occupation of a final state is estimated by counting particles in a phase-space cell. The count is noisy, but its mean is right. When it exceeds the capacity of the cell, the acceptance probability comes out negative and is set to zero. Why does this make Pauli blocking wrong on average, and by how much?

**Answer.** The clamp treats the two signs of the noise differently. A count that is too low raises the acceptance by the full amount of the error. A count that is too high lowers it only until it reaches zero, and any further excess is discarded. The errors no longer cancel, and too many scattering events are accepted.

**The rule and its average**

Let a cell have real-space volume $V_r$ and wave-vector volume $V_k$, and let each simulated particle represent $w$ electrons. With both spins counted, a full cell holds

$$M=\frac{2V_rV_k}{(2\pi)^3\,w}$$

simulated particles. If $N$ are present, the estimated occupation is $x=N/M$. A scattering event into the cell is accepted when a random number $r$, uniform on $(0,1)$, satisfies $r<1-x$. For $x>1$ this never happens, so the test clamps by itself, and its acceptance probability is

$$c(x)=\max(0,1-x).$$

Assume that $N$ is Poisson distributed with mean $\lambda=Mf$, where $f$ is the true mean occupation of the cell, and that $N$ is independent of the event being tested. This describes many particles placed independently, each with a small chance of being in the cell. Then $\langle x\rangle=f$, so the estimate is unbiased.

The function $c$ is convex: it falls with slope $-1$ up to $x=1$ and is flat beyond. Jensen's inequality says that the mean of a convex function is at least the function of the mean. Here the proof is one line. Since $c(x)\ge 1-x$ for every $x$, averaging gives $\langle c\rangle\ge 1-f$, which is the correct blocking factor for $0<f\le1$.

To find the size of the gap, write $(y)^+=\max(0,y)$ and use

$$\max(0,1-x)=1-x+(x-1)^+ .$$

For $x\le1$ the last term vanishes. For $x>1$ it cancels $1-x$. The mean acceptance is therefore

$$A(f)=1-f+b,\qquad b=\left\langle\left(\frac NM-1\right)^+\right\rangle .$$

The bias $b$ is the mean excess above a full cell. A Poisson count has a nonzero probability of exceeding any finite $M$, so $b>0$. Without the clamp the average would be $1-f$ however large the noise. Noise and clamp are both needed.

**The Poisson formula**

Let $p_n=e^{-\lambda}\lambda^n/n!$ and let $K$ be the integer part of $M$, with $M\ge1$. Only counts $n\ge K+1$ contribute:

$$b=\frac1M\sum_{n\ge K+1}n\,p_n-\sum_{n\ge K+1}p_n .$$

Because $n\,p_n=\lambda p_{n-1}$, the first sum equals $\lambda P(N\ge K)$. With $\lambda/M=f$,

$$b=f\,P(N\ge K)-P(N\ge K+1).$$

Take $M$ to be an integer from here on, so that $K=M$. For a full cell, $f=1$, the two tail probabilities differ by one term:

$$b(1)=P(N=M)=\frac{M^Me^{-M}}{M!}\simeq\frac1{\sqrt{2\pi M}},$$

where the last form is Stirling's approximation for large $M$. The correct acceptance is zero, so all of this is error, and it falls only as the inverse square root of the particle number.

Below full occupation the bias is much smaller. For $f\le1$, replacing the prefactor $f$ by 1 gives an upper bound:

$$b\le P(N=M)=\frac{M^Me^{-M}}{M!}\,e^{-M(f-1-\ln f)} .$$

The exponent $f-1-\ln f$ is positive for $f<1$, so at fixed $f<1$ the bias falls at least exponentially with $M$.

Between these cases, for large $M$, replace the count by a Gaussian: $x=f+\sigma Y$ with $\sigma=\sqrt{f/M}$ and $Y$ a standard normal variable. The excess is $\sigma(Y-z)^+$ with $z=(1-f)/\sigma$. Let $\varphi$ be the normal density and $Q(z)$ its upper tail probability. Since $\int_z^\infty y\,\varphi(y)\,dy=\varphi(z)$,

$$b\simeq\sigma\,[\varphi(z)-zQ(z)] .$$

The bias matters when the free space $1-f$ is not large compared with the noise $\sigma$.

**Numbers for a degenerate source**

Take an n-type source region with $5\times10^{18}\ \mathrm{cm^{-3}}$ electrons at 300 K. The band obeys $E(1+\alpha E)=\hbar^2k^2/2m^*$, with $m^*=0.043$ electron masses and $\alpha=1.2\ \mathrm{eV^{-1}}$. Solving the density integral numerically puts the Fermi level at 0.195 eV above the band edge, while $k_BT=0.0259$ eV.

The real-space cell is $40\times40\times1000$ nm and the $k$-cell is a cube of edge $0.2\ \mathrm{nm^{-1}}$. Its electron capacity is

$$\frac{2(1.6\times10^6)(0.2)^3}{(2\pi)^3}=103.2 .$$

Choosing $w=6.45$ gives $M=103.2/6.45=16$. At $f=1$ the bias is 0.0992, against 0.0997 from the square-root formula.

For cubes centred at $(k_x,0,0)$, $f$ is the Fermi-Dirac occupation averaged over the cube by numerical quadrature:

| $k_x$ (nm⁻¹) | $1-f$ | $b$ | $A/(1-f)$ |
|---|---|---|---|
| 0.0 | 0.00076 | 0.0988 | 131 |
| 0.2 | 0.0035 | 0.0974 | 29 |
| 0.4 | 0.117 | 0.0478 | 1.41 |
| 0.6 | 0.823 | $7\times10^{-10}$ | 1.00 |

At $k_x=0.4\ \mathrm{nm^{-1}}$, for example, $A=0.1174+0.0478=0.1652$. The absolute bias never exceeds 0.1 in this table, but the relative error is largest where blocking should be nearly complete. With occupations held at their Fermi-Dirac values, events into the lowest cell are accepted 131 times as often as they should be.

**Can a better rule remove the bias?**

Not if it uses only one Poisson count and must work over a range of occupations. Let $a(n)$ be the acceptance probability assigned to count $n$. Requiring the correct mean for all $\lambda$ in an interval gives

$$\sum_n a(n)\frac{\lambda^n}{n!}=e^\lambda\left(1-\frac\lambda M\right).$$

The coefficient of $\lambda^n$ on the right is $1/n!-1/[M(n-1)!]$ for $n\ge1$, and multiplying by $n!$ gives $a(n)=1-n/M$. The case $n=0$ gives $a(0)=1$, the same formula. This solution is unique because power series that agree on an interval have equal coefficients. It is negative for $n>M$, so no true probability can replace it.

More information does help. The sum of $J$ independent counts with the same $f$ is Poisson with mean $JMf$. Averaging them before clamping therefore replaces $M$ by $JM$. For the cell at $k_x=0.4\ \mathrm{nm^{-1}}$, with $f$ fixed, $b$ falls from 0.048 for one count to 0.010 for four and 0.0006 for sixteen. The counts must be far enough apart in time to be independent, yet close enough that $f$ has not changed. Averaging acceptances that have already been clamped reduces their scatter but leaves their mean, and hence $b$, unchanged.

**When the counts are not Poisson**

The bias depends on how the counts arise. Consider one cell with three processes:

- Blocked scattering brings particles in at rate $gM(1-N/M)^+$.
- Scattering removes them at rate $\gamma N$.
- Free flight, modelled here as random hops between cells and not subject to blocking, removes them at rate $sN$ and brings them in independently at rate $sMm$. Here $m$ is the steady mean occupation, taken to be the same in the neighbouring cells.

Define $R=g+\gamma$ and $f_0=g/R$, the occupation that correct blocking would give. In the steady state the mean gain equals the mean loss:

$$sMm+gM(1-m+b)=(s+\gamma)Mm .$$

The free-flight terms cancel, leaving $g(1+b)=(g+\gamma)m$, or

$$m=f_0(1+b),$$

with $b$ evaluated in the count distribution that actually occurs.

If $s=0$ and $M$ is an integer, the inflow stops at $N=M$ and the count cannot exceed capacity. Balancing steps between $n$ and $n+1$ gives $p_{n+1}/p_n=g(M-n)/[\gamma(n+1)]$, which is a binomial distribution. The estimate is still noisy, but $b=0$. For $s\gg R$ the ratio becomes $Mm/(n+1)$, which is Poisson. In this model, unblocked free flight thus produces the overfilled cells on which the clamp acts.

For the example cell, the speed at $k=0.4\ \mathrm{nm^{-1}}$ is $8.3\times10^5$ m/s, so crossing 40 nm takes 48 fs. With an assumed $R=10^{13}\ \mathrm{s^{-1}}$, motion along $x$ alone gives $s/R=2.1$. Holding $f_0=0.883$ fixed and solving for the steady count distribution numerically gives:

| $s/R$ | $b$ | $m$ |
|---|---|---|
| 0 | 0 | 0.883 |
| 2.1 | 0.058 | 0.934 |
| $10^4$ | 0.073 | 0.947 |

The last bias exceeds the earlier 0.048 because the occupation has now been allowed to rise, which makes overfilling more likely.

**What happens to the whole distribution**

Suppose exchange is fast, so that counts in different cells are independent and Poisson, and let all cells have the same $M$. Scattering by a lattice in thermal equilibrium has rates $W_{ij}$ from cell $i$ to cell $j$ with $W_{ij}/W_{ji}=e^{-(E_j-E_i)/k_BT}$. Setting the mean forward and backward flows equal,

$$W_{ij}\,m_iA(m_j)=W_{ji}\,m_jA(m_i),$$

and dividing by $A(m_i)A(m_j)W_{ij}$ gives

$$\frac{m_i}{A(m_i)}=\frac{m_j}{A(m_j)}\,e^{(E_j-E_i)/k_BT}.$$

Hence $m/A(m)=e^{(\mu-E)/k_BT}$, with one constant $\mu$ set by the density. Correct blocking, $A=1-m$, would give the Fermi-Dirac distribution. The clamped rule gives a different one, in which $m$ can exceed 1 because $A(m)$ remains positive there.

A particle simulation shows this directly. It had three levels at 0, 2 and 5 $k_BT$ in 600 boxes, with $M=16$ and occupations summing to 2. Particles were shuffled among the boxes before every scattering step. The mean occupations were 1.123, 0.752 and 0.125. The biased law predicts 1.123, 0.753 and 0.125, while Fermi-Dirac statistics give 0.973, 0.831 and 0.196.

For the source region, take $k$-cells so small that the spread of energy inside each can be neglected. Hold the density fixed and solve for $\mu$ numerically:

| $M$ | $m$ at $k=0$ | Mean energy (eV) |
|---|---|---|
| 16 | 1.64 | 0.119 |
| 64 | 1.29 | 0.128 |
| 256 | 1.13 | 0.133 |
| Fermi-Dirac | 1.00 | 0.136 |

In this limit of independent Poisson counts, the electrons lose about 17 meV of mean energy at $M=16$, or 13 % of the correct value. The bottom of the band is overfilled even at $M=256$. There the steady state requires $A=m\,e^{-\mu/k_BT}$, which is below 0.002 in all three cases, whereas $A(1)\simeq1/\sqrt{2\pi M}$ is much larger. The occupation must rise above 1 until most counts exceed capacity. The required excess is set by the noise width $\sqrt{m/M}$, so it shrinks slowly: each fourfold increase in $M$ reduces it by a factor of 2.2 to 2.3.

The cubes of edge $0.2\ \mathrm{nm^{-1}}$ used earlier are too coarse for this table. A single blocking factor per cube lets electrons collect at its low-energy side. Even with the exact factor $1-m$ for each cube, the mean energy is only 0.111 eV instead of 0.136 eV. The clamp with $M=16$ lowers it by a further 12 meV, to 0.099 eV, with $m=1.53$ in the lowest cube. For such cells the coarse $k$-grid is a larger source of error in the mean energy than the clamp.

**How this relates to a real device**

The band parameters are rough values for In$_{0.53}$Ga$_{0.47}$As, and the density is that of a heavily doped contact region. The scattering rate is an order-of-magnitude assumption, and $M$ is a choice of the simulation, not a material property. For the cell at $k_x=0.4\ \mathrm{nm^{-1}}$, heating to 400 K at fixed density lowers the Poisson bias from 0.048 to 0.030, because the cell empties. A parabolic band would raise it to 0.069. The finite ensemble of 1240 particles changes it by only about 1 %. With an L valley placed 0.5 eV above the band edge and given a density-of-states mass of 0.5 electron masses, about $10^{-5}$ of the electrons occupy it.

The Poisson assumption is a larger concern: in the one-cell model, finite exchange lowers the steady bias from 0.073 to 0.058. That model takes the inflow as independent. In a row of such cells feeding one another the inflow is less noisy, and the bias drops further, to about 0.05. Both values treat free flight as random hops. If all particles instead cross the row at one common speed, they keep their relative positions, the counts are mixed much less, and the bias is only about 0.01. A real cell contains a spread of velocities, which neither model includes, so the Poisson results above should be read as a limiting case and not as a prediction for this device. A field of 0.01 MV/cm adds drift between $k$-cells at about $0.8R$, which the quoted $s$ omits. The bulk description is also only approximate. The first level spacing across 40 nm is 16 meV in a parabolic estimate, not far below $k_BT$, and it grows as the inverse square of the thickness. A thin channel therefore needs subbands and a new count of states per cell, and the numbers above do not carry over to it.
